\section*{Does a dopant's afterglow spectrum show where the charge was stored?}

\section*{Question}

I have a green strontium aluminate phosphor doped with europium and dysprosium. After the lamp is switched off it glows for more than an hour. The afterglow spectrum coincides with the ordinary photoluminescence of the europium ion. I concluded that europium stores the charge during that hour: the light comes from europium, so the waiting must happen there too. The glow also gets stronger when I add europium, which seems to confirm it. Is the inference sound? If not, what would test it?

\section*{Answer}

The inference is not sound. The spectrum identifies the state that emits the photon. The delay is set earlier, where an electron waits to be released, and that place can be a different defect. The europium trend does not settle the matter either.

``The charge'' needs care, however. When light ionises a dopant and the electron is trapped elsewhere, the dopant keeps the hole. It does store charge, but not the electron whose release controls the delay. Below, ``storage site'' means the site of that electron.

\subsection*{Why the spectrum forgets the route}

Suppose the dopant can be excited directly by light or by capturing an electron after ionisation. The two routes may enter the emitting state with different vibrational energy. Does the emitted spectrum retain the difference?

Take one vibrational mode of quantum $\hbar\omega$, with equal frequencies in the ground and emitting states and displaced equilibrium positions. Let $b$ lower the vibrational level $v$ of the emitting state, let $E_z$ be the zero-phonon energy and $S$ the Huang--Rhys factor. The ground-state lowering operator is $a=b+\sqrt S$, so the number of quanta left after emission is
\begin{equation}
a^\dagger a=b^\dagger b+\sqrt S\,(b+b^\dagger)+S .
\end{equation}
In level $v$ the linear term has zero mean, and the mean number left is $v+S$. The photon energy is $E_z+\hbar\omega(v-a^\dagger a)$, with mean
\begin{equation}
\overline E=E_z+\hbar\omega v-\hbar\omega(v+S)=E_z-S\hbar\omega .
\end{equation}
Since $b^\dagger b$ does not fluctuate in level $v$, the variance comes from the linear term:
\begin{equation}
\sigma_v^2=(\hbar\omega)^2S\langle v|(b+b^\dagger)^2|v\rangle
=S(\hbar\omega)^2(2v+1).
\end{equation}
The mean therefore carries no memory of $v$, but the width could.

Now let the surroundings damp the vibration. With thermal occupation $\bar n$, the downward rate is $\gamma(\bar n+1)v$ and the upward rate $\gamma\bar n(v+1)$. Hence
\begin{equation}
\frac{d\langle v\rangle}{dt}
=\gamma\bar n(\langle v\rangle+1)-\gamma(\bar n+1)\langle v\rangle
=-\gamma(\langle v\rangle-\bar n).
\end{equation}
If every level decays at the same rate $\Gamma=1/\tau$, with the same radiative share, emission times have density $\Gamma e^{-\Gamma t}$. For entry level $v_0$, the mean level at emission is
\begin{equation}
\int_0^\infty\!\Gamma e^{-\Gamma t}
\left[\bar n+(v_0-\bar n)e^{-\gamma t}\right]dt
=\bar n+(v_0-\bar n)\frac{\Gamma}{\Gamma+\gamma}.
\end{equation}

The whole spectrum can be bounded, not just its width. The rates above describe independent quanta: each disappears at rate $\gamma(\bar n+1)$ and duplicates at rate $\gamma\bar n$, while new ones arrive at rate $\gamma\bar n$. Compare entries $v_0>v_0'$ by giving both the same history except for the $v_0-v_0'$ extra quanta. Each extra quantum founds a family of mean size $e^{-\gamma t}$. The probability that a family survives cannot exceed its mean size, so the two histories differ at time $t$ with probability at most $(v_0-v_0')e^{-\gamma t}$. Averaging over emission times gives
\begin{equation}
D\le (v_0-v_0')\frac{\Gamma}{\Gamma+\gamma},
\end{equation}
where $D$ is half the sum of absolute differences between the normalised line weights.

For an example take $E_z=2.65$ eV, $S=5$, $\hbar\omega=0.05$ eV, $\tau=1\,\mu$s and $\gamma=10^{12}$ s$^{-1}$. The mean photon energy is $2.65-5(0.05)=2.40$ eV, or about 517 nm. Let direct light enter at $v=5$ and recombination at $v=15$. The bound is $10^{-5}$, and solving the level populations gives $D=7\times10^{-7}$. The spectra coincide for practical purposes. If damping were merely ten times faster than emission, $D$ would be 0.06, so the agreement depends on fast relaxation. It also assumes that both routes excite the same kind of dopant site.

\subsection*{An electron stored at another defect}

Let $N_A$ be the dopant density, $N$ the density of separate traps, $m$ the trapped electrons, $n$ the free electrons and $h$ the ionised dopants. All are per unit volume. A trap of depth $E$ releases its electron at rate
\begin{equation}
p=s\,e^{-E/k_BT}.
\end{equation}
Free electrons recombine at ionised dopants with coefficient $C$ and enter empty traps with coefficient $B=RC$. Illumination ionises neutral dopants at rate $g$ each. Assuming uniform excitation, one trap depth and no optical emptying of traps,
\begin{align}
\frac{dm}{dt}&=-pm+Bn(N-m),\\
\frac{dh}{dt}&=g(N_A-h)-Cnh,\qquad h=n+m .
\end{align}
The last relation is charge neutrality: each electron away from a dopant leaves one ionised dopant behind. Subtracting the first equation from the second gives
\begin{equation}
\frac{dn}{dt}=pm-Bn(N-m)+g(N_A-h)-Cnh .
\end{equation}
Recombination feeds the emitting state at rate $Cnh$. That state lives for a microsecond, so it cannot hold the energy for an hour. On longer time scales the photon rate is $I=\eta Cnh$, where $\eta$ is the photon yield per recombination.

After switch-off, $g=0$. Free electrons disappear within nanoseconds in the example below, while $m$ changes over minutes. We may therefore set $dn/dt=0$ and $h\simeq m$:
\begin{equation}
n=\frac{pm}{Cm+B(N-m)} .
\end{equation}
Multiplication by $\eta Cm$, and division of numerator and denominator by $C$, gives
\begin{equation}
I=\eta\,\frac{pm^2}{m+R(N-m)} .
\label{eq:glow}
\end{equation}
Inserting the same $n$ in the trap equation,
\begin{equation}
\frac{dm}{dt}=-pm\left[1-\frac{R(N-m)}{m+R(N-m)}\right]
=-\frac{pm^2}{m+R(N-m)}=-\frac I\eta .
\end{equation}
Each recombination costs one stored electron, and the full light sum is $\eta m_0$, where $m_0$ is the initial value of $m$.

To integrate, write the denominator as $(1-R)m+RN$ and separate variables:
\begin{equation}
pt=\int_m^{m_0}\!\left(\frac{1-R}{m'}+\frac{RN}{m'^2}\right)dm'
=(1-R)\ln\frac{m_0}{m}+RN\left(\frac1m-\frac1{m_0}\right).
\label{eq:time}
\end{equation}
Without retrapping, $R=0$ and $m=m_0e^{-pt}$. For $R=1$, $m=m_0/(1+pm_0t/N)$. For any fixed $R>0$ the term in $1/m$ dominates at late times, so $m\simeq RN/(pt)$ and $I\simeq\eta RN/(pt^2)$. Retrapping turns an exponential into a long tail.

Throughout this decay the photon comes from the dopant and the electron waits at the trap. That is a counterexample to your inference.

\subsection*{One hour of afterglow in numbers}

The following are rough, round parameters chosen to give an hour-long glow at room temperature: $T=300$ K, $E=0.75$ eV, $s=10^{10}$ s$^{-1}$, $N_A=10^{20}$ cm$^{-3}$, $N=10^{17}$ cm$^{-3}$, $C=10^{-8}$ cm$^3$/s, $R=0.5$, $g=10^{-6}$ s$^{-1}$ and $\eta=0.8$. Then $p=2.515\times10^{-3}$ s$^{-1}$. Charging for 20\,000 s leaves $m_0=3.57\times10^{16}$ cm$^{-3}$, so 35.7\% of the traps are filled and 0.036\% of the dopants are ionised.

Equation~\eqref{eq:glow} gives the initial photon rate
\begin{equation}
0.8(2.515\times10^{-3})(10^{17})
\frac{0.3574^2}{0.3574+0.5(0.6426)}
=3.79\times10^{13}\ \mathrm{cm^{-3}\,s^{-1}} .
\end{equation}
After one hour $pt=9.05$, and the filling is 0.0527. Equation~\eqref{eq:time} confirms this:
\begin{equation}
0.5\ln\frac{0.3574}{0.0527}
+0.5\left(\frac1{0.0527}-\frac1{0.3574}\right)
\simeq0.96+8.09=9.05 .
\end{equation}
The intensity is 87\% of its initial value after one minute and 2.8\% after one hour. The full rate equations, integrated without setting $dn/dt=0$, agree with the reduced filling and intensity to within 2 parts in $10^5$ at five times from 1 s to 1 h.

Now remove the traps, holding $N_A$, $C$ and $g$ fixed. Neutrality gives $h=n$, and the steady state under illumination obeys $Cn_0^2=g(N_A-n_0)$, so $n_0\simeq10^{11}$ cm$^{-3}$. In the dark,
\begin{equation}
\frac{dn}{dt}=-Cn^2
\quad\Longrightarrow\quad
n=\frac{n_0}{1+Cn_0t} .
\end{equation}
Here $Cn_0\simeq10^3$ s$^{-1}$: the decay starts on a millisecond scale. After one minute the glow is $7\times10^{-10}$ of that with traps. In this model the dopant supplies the colour, but without the other defect it does not supply the long afterglow.

\subsection*{What the decay time measures}

Written with $f=m/N$, equation~\eqref{eq:time} relates $f$ only to $pt$, $R$ and the initial filling $f_0$. At equal $f_0$ and $R$, every characteristic time is proportional to $1/p$. If $s$ is also independent of temperature, half-times at $T_1$ and $T_2$ satisfy
\begin{equation}
\ln\frac{t_1}{t_2}=\frac E{k_B}\left(\frac1{T_1}-\frac1{T_2}\right),
\qquad
E=\frac{k_B\ln(t_1/t_2)}{1/T_1-1/T_2}.
\end{equation}
Starting from the filling above, the full equations give half-times of 2732 s at 280 K and 56.1 s at 320 K. Thus
\begin{equation}
E=\frac{(8.617\times10^{-5}\ \mathrm{eV/K})\ln(2732/56.1)}
{1/(280\ \mathrm K)-1/(320\ \mathrm K)}=0.75\ \mathrm{eV}.
\end{equation}
This is the trap depth, not the 2.40 eV photon energy. At 300 K, changing the depth from 0.65 to 0.75 to 0.85 eV changes the half-time from 7.2 s to 344 s to 16\,500 s, with the emitting dopant unchanged.

With retrapping, the measurement requires equal initial fillings. Charging with the same lamp at each temperature does not ensure that, because $p$ also affects charging. The formula also assumes a single trap depth. With a spread of depths, the half-times at two temperatures weight different traps, and the resulting $E$ can fall well below the mean depth. Even a good value of $E$ is an energy, not the name of a defect.

\subsection*{Why adding europium is not a proof}

Under steady illumination, with $n\ll m$, trap balance and dopant balance read
\begin{equation}
pm=Bn(N-m),\qquad g(N_A-m)=Cnm .
\end{equation}
Dividing the first by the second eliminates $n$:
\begin{equation}
\frac{pm}{g(N_A-m)}=\frac{R(N-m)}m
\quad\Longrightarrow\quad
pm^2=Rg(N_A-m)(N-m).
\label{eq:charge}
\end{equation}
Dopants and traps enter symmetrically: one supplies electrons, the other holds them. Rewrite the result as
\begin{equation}
\frac{m^2}{(N_A-m)(N-m)}=\frac{Rg}{p}.
\end{equation}
The left side rises with $m$ and falls when either $N_A$ or $N$ is raised. At fixed $R$, $g$ and $p$, $m$ must therefore rise with either density. If the photon yield $\eta$ is also unchanged, more europium gives a larger light sum $\eta m$ even though the electron is stored elsewhere.

If both filling fractions are small, $m\simeq\sqrt{RgN_AN/p}$, and doubling either density gives a factor $\sqrt2$. If $RgN_A\gg pN$ with $N\ll N_A$, the traps fill, $m\simeq N$, and the dependence on dopant content fades.

The example lies between these limits. Doubling the dopant multiplies the stored charge by 1.29, doubling the traps by 1.51, and doubling both by 2.00. The last factor follows from equation~\eqref{eq:charge}, which is unchanged when $N_A$, $N$ and $m$ are scaled together.

\subsection*{A comparison that can distinguish the hypotheses}

Suppose instead that the electron is stored on a small fixed fraction $\phi$ of the dopant ions. Then $N=\phi N_A$, but the equations are otherwise the same. With $\phi=10^{-3}$ and the same coefficients, this hypothesis reproduces the same spectrum and decay curve in the model. One sample cannot separate the two by these data.

A composition series can. Keep $g$, $p$, $R$, $C$ and $\eta$ fixed, and compare the predicted factors in stored charge. Measure them by the full light sum. With retrapping, the glow at one late moment follows $RN$ rather than the initial charge and obeys other factors: at one hour in the example it rises by 1.09 for doubled dopant and by about 1.8 for doubled traps. The factors in stored charge are:

\begin{center}
\begin{tabular}{lcc}
Change & Separate trap & Fixed dopant fraction\\
\hline
Dopant doubled & 1.29 & 2\\
Suspected trap doubled & 1.51 & 1
\end{tabular}
\end{center}

The second row is the more useful experiment: vary the suspected trap at constant europium content. The prediction of no change requires the added species to be inert under the dopant hypothesis. The first row has a loophole: if adding dopant also creates separate defects in proportion, then $N\propto N_A$ and the factor is again 2.

A rise in stored charge with dysprosium would show that storage depends on dysprosium content. It would not prove that the electron sits on dysprosium, since the addition may create another defect. To name the site, look for a spectroscopic signal specific to that defect with its extra electron. If that defect holds essentially all the stored electrons, so that the signal is proportional to $m$, its decay must satisfy $I=-\eta\,dm/dt$. With several kinds of trap, electrons released from one can be caught by another, and the relation need not hold for each kind separately. A signal from ionised europium is not enough: neutrality makes $h$ nearly equal to the total number of trapped electrons, whichever defects hold them.

\subsection*{How far the numbers can be trusted}

In a real phosphor the active trap density, $s$, $R$ and the lamp-dependent $g$ vary between samples and experiments. My values are illustrations, not a fit to yours. The calculated light sum, $2.86\times10^{16}$ photons/cm$^3$, corresponds to about 11 mJ/cm$^3$ at 2.40 eV. Reported storage capacities of fully charged commercial powders are of order $10^{17}$ photons per gram, several times $10^{17}$ per cm$^3$, so the example stores at least ten times less than a good sample. A powder layer also absorbs the exciting light, so $g$ falls with depth. Reducing $g$ tenfold in equation~\eqref{eq:charge} lowers the filling from 0.36 to about 0.13.

Real traps can have a range of depths. Giving them a Gaussian spread with standard deviation 0.05 eV, truncated at three standard deviations, and charging under the same light makes the one-hour intensity 1.53 times the single-depth value after charging to steady state, and about 1.2 times after only 600 s of charging. Temperature also matters strongly: the half-times above differ by a factor of 49 between 280 and 320 K at equal initial filling.

An electron can also tunnel directly to an ionised dopant. With attempt rate $\nu$ and effective mass $m_*$, estimate the rate as $\nu e^{-2\kappa r}$, where $\kappa=\sqrt{2m_*E}/\hbar$. The reach in time $t$ is $r=\ln(\nu t)/(2\kappa)$. For $\nu=10^{13}$ s$^{-1}$, half the free-electron mass and one hour, $r=6.1$ nm. For randomly placed ionised dopants, the chance of at least one within reach is
\begin{equation}
1-\exp\!\left(-\tfrac43\pi r^3m_0\right)=0.033 .
\end{equation}
This figure is tied to the low $m_0$ of the example and to the assumed mass: it becomes 0.17 for $m_0=2\times10^{17}$ cm$^{-3}$, 0.48 for $7\times10^{17}$ cm$^{-3}$, and 0.09 at the original $m_0$ with a quarter of the free-electron mass. Close pairing of traps and dopants would raise it further, so tunnelling cannot be dismissed in a real sample. The kinetics would then change, but the logical point would survive: an electron held at a trap would still produce light at the dopant.

Finally, the line weights above omit the cubic dependence of spontaneous emission on photon frequency. Including it shifts the mean energy upward by about 0.02 eV. After fast relaxation this shift is common to photoluminescence and afterglow, so it does not reveal the storage site. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Trap depth: 0.75 eV
Release attempt rate: 1e+10 s^-1
Dopant density: 1e+20 cm^-3
Active trap density: 1e+17 cm^-3
Recombination coefficient C: 1e-08 cm^3/s
Trapping/recombination ratio R: 0.5
Ionisation rate g: 1e-06 s^-1
Emitting-state lifetime: 1e-06 s
Photon yield per recombination: 0.8
Vibrational quantum: 0.05 eV
Huang-Rhys factor: 5
Zero-phonon energy: 2.65 eV
Vibrational damping rate: 1e+12 s^-1
Entry level, direct light: 5
Entry level, recombination: 15
Mean photon energy: 2.4 eV
Wavelength at mean energy: 516.6 nm
Spectral standard deviation: 0.12933 eV
Spectral distance, damping/emission = 10: 0.063016
Its upper bound: 0.90909
Spectral distance, example: 7.3492e-07
Its upper bound, example: 1e-05
Trap release rate: 0.0025151 s^-1
Charging time: 20000 s
Stored electrons after charging: 3.5737e+16 cm^-3
Filled trap fraction: 0.35737
Ionised dopant fraction: 0.00035737
Full light sum: 2.8589e+16 photons/cm^3
Initial afterglow: 3.7862e+13 photons/(cm^3 s)
Afterglow at 60 s / initial: 0.87401
Afterglow at 1 h / initial: 0.027993
Trap filling after 1 h: 0.052654
No-trap / trapped afterglow at 60 s: 6.7151e-10
Half-time for 0.65 eV trap: 7.1885 s
Half-time for 0.75 eV trap: 344.01 s
Half-time for 0.85 eV trap: 16462 s
Half-time at 280 K: 2732.3 s
Half-time at 320 K: 56.118 s
Depth recovered from half-times: 0.75 eV
Stored-charge factor, dopant doubled: 1.2937
Stored-charge factor, traps doubled: 1.5078
Stored-charge factor, both doubled: 2
Trap-depth standard deviation tested: 0.05 eV
1 h intensity, spread / single depth: 1.5296
Effective mass for tunnelling: 0.5 electron masses
Tunnelling attempt rate: 1e+13 s^-1
Tunnelling reach in 1 h: 6.0757 nm
Fraction with ionised dopant in reach: 0.033015
Free/trapped electrons at end of charging: 7.8274e-12
Mean shift from cubic frequency weight: 0.020467 eV
\end{verbatim}
